# Thermodynamic factor of neutral oxygen with doubly charged vacancies, part 1

(Sections cited here and not found follow in the second part.)

# First half: equilibrium

## 1. Definitions and conventions

An oxide crystal can lose oxygen to the surrounding gas or take it up again. Each oxygen atom that leaves makes an empty oxygen site, a vacancy. The crystal contains:

- oxygen sites with density $N$, of which a density $c$ is vacant, so that the density of oxygen atoms on the lattice is $c_O=N-c$;
- vacancies that are all doubly charged, with charge $+2e$ relative to the perfect lattice, where $e>0$ is the elementary charge;
- free electrons with density $n$ and charge $-e$;
- fixed acceptors with density $A$, each carrying charge $-e$. If the crystal has more singly charged donors than acceptors, $A$ is the difference of the two and is negative.

The temperature is $T$ and Boltzmann's constant is $k_B$. The chemical potential $\mu_O$ is the free energy needed to add one neutral oxygen atom to the crystal. In equilibrium it equals the chemical potential of atomic oxygen in the reservoir.

The quantity to be found is

$$
\Gamma=-\left(\frac{\partial(\mu_O/k_BT)}{\partial\ln c}\right)_{T,A}. \tag{1}
$$

The minus sign is there because more vacancies mean less oxygen, and hence a lower $\mu_O$. With this sign $\Gamma$ is positive. It is the thermodynamic factor of the neutral component, normalized to the vacancy density. Section 6 shows how much the normalization matters.

The basic model makes six assumptions. The vacancies are dilute, $c\ll N$. Interactions between the charges, beyond the neutrality they enforce, are negligible. The electrons are nondegenerate, so they obey Boltzmann statistics. Holes are negligible. No electron is bound to a vacancy, and no vacancy is bound to an acceptor. Finally, the interior of the crystal is neutral:

$$
2c=n+A. \tag{2}
$$

Under these assumptions the result is

$$
\Gamma=1+\frac{4c}{n},\qquad \Gamma=3\ \text{ when } A=0. \tag{3}
$$

Densities are given in cm$^{-3}$ or nm$^{-3}$ and energies in eV, since atomic units are unnatural for a device material. The conversion is $10^{18}\ \text{cm}^{-3}=10^{-3}\ \text{nm}^{-3}$.

## 2. The exchange of one oxygen atom

In an ionic picture the lattice site holds an ion O$^{2-}$. The atom that leaves is neutral, so the two extra electrons stay behind. Removing one neutral atom therefore creates one doubly charged vacancy and two free electrons.

Let $\mu_V$ be the chemical potential of a vacancy and $\mu_e$ that of an electron, both without the energy of their charge in the macroscopic electric potential $\phi$. With that energy included they become

$$
\tilde\mu_V=\mu_V+2e\phi,\qquad \tilde\mu_e=\mu_e-e\phi .
$$

Removing one atom changes the free energy of the crystal by $-\mu_O$. The same change is the cost of one vacancy and two electrons:

$$
-\mu_O=\tilde\mu_V+2\tilde\mu_e=\mu_V+2\mu_e. \tag{4}
$$

The terms $+2e\phi$ and $-2e\phi$ cancel. This is why $\mu_O$ is a property of the local composition, although the potentials of the charged species separately depend on $\phi$.

## 3. How the two potentials depend on density

**Vacancies.** Take a crystal with $M$ oxygen sites and $N_V$ vacancies, and let $g_V$ be the free energy of forming one vacancy at a given site, without the entropy of choosing the site. The number of arrangements is

$$
W=\frac{M!}{N_V!\,(M-N_V)!}.
$$

Stirling's formula gives $d\ln N_V!/dN_V\simeq\ln N_V$ for large $N_V$. The derivative of $\ln(M-N_V)!$ is $-\ln(M-N_V)$, where the minus sign comes from the inner derivative. Hence

$$
\mu_V=\frac{\partial}{\partial N_V}\left(N_Vg_V-k_BT\ln W\right)
=g_V+k_BT\ln\frac{N_V}{M-N_V}
=g_V+k_BT\ln\frac{c}{N-c}. \tag{5}
$$

For $c\ll N$ the denominator is nearly $N$, and $\mu_V\simeq g_V+k_BT\ln(c/N)$. Here $g_V$ is taken to be independent of $c$, which means that the vacancies do not interact.

**Electrons.** Let $E_c$ be the bottom of the conduction band and $\mathcal D(E)$ its density of states per volume. If $\mu_e$ lies several $k_BT$ below $E_c$, the Fermi occupation is nearly $e^{-(E-\mu_e)/k_BT}$, and

$$
n=\int_{E_c}^{\infty}\mathcal D(E)\,e^{-(E-\mu_e)/k_BT}\,dE
=N_c\,e^{(\mu_e-E_c)/k_BT}, \tag{6}
$$

$$
N_c=\int_{E_c}^{\infty}\mathcal D(E)\,e^{-(E-E_c)/k_BT}\,dE .
$$

The number $N_c$ depends on temperature but not on $n$. Solving for the potential gives $\mu_e=E_c+k_BT\ln(n/N_c)$. The shape of the band enters through $N_c$ alone, so an anisotropic mass changes the constant and leaves the logarithm as it is.

Putting both results into equation (4) and collecting all constants gives

$$
-\frac{\mu_O}{k_BT}=\ln c+2\ln n+\text{const}. \tag{7}
$$

## 4. The factor itself

The acceptors are fixed, so $dA=0$ and equation (2) gives $dn=2\,dc$. In logarithmic form,

$$
\frac{d\ln n}{d\ln c}=\frac{c}{n}\,\frac{dn}{dc}=\frac{2c}{n}. \tag{8}
$$

Differentiating equation (7) with respect to $\ln c$ then yields

$$
\Gamma=1+2\,\frac{d\ln n}{d\ln c}=1+2\cdot\frac{2c}{n}=1+\frac{4c}{n}. \tag{9}
$$

The four is a product of two twos with different origins. The first is the number of electrons in the exchange reaction, equation (4). The second is the vacancy charge in the neutrality condition, equation (2). For a vacancy of charge $+ze$ both become $z$, and the same steps give $\Gamma=1+z^2c/n$.

Without acceptors $n=2c$, so $4c/n=2$ and $\Gamma=3$. One unit comes from the vacancies and two from the electrons.

The same result follows from the free energy per volume of the neutral crystal, $f(c)$, in which $n$ is tied to $c$. A change $dc$ costs $df=\mu_V\,dc+\mu_e\,dn=(\mu_V+2\mu_e)\,dc$, so $f'(c)=-\mu_O$. Equation (1) becomes

$$
\Gamma=c\,\frac{d^2}{dc^2}\left(\frac{f}{k_BT}\right)=c\left(\frac1c+\frac4n\right). \tag{10}
$$

This form is useful later, because any additional free energy can be inserted directly.

As a numerical check, equation (1) was also evaluated by solving the neutrality condition with full Fermi–Dirac statistics and with the site counting of equation (5), and then differentiating. At 1000 K with $A=0$ and $c=10^{15}$ cm$^{-3}$ this gives 3.00000.

## 5. Acceptors, donors and the limits

With $n=2c-A$ the factor can be written in terms of $c$ and $A$:

$$
\Gamma=1+\frac{4c}{2c-A}=\frac{6c-A}{2c-A}. \tag{11}
$$

**Acceptors present, $A>0$.** Then $n<2c$ and $\Gamma>3$. Part of the vacancy charge is balanced by acceptors, so there are fewer electrons than the vacancies alone would supply. Adding a given number of electrons to a smaller population makes a larger relative change, and $\mu_e$ responds to relative changes.

As $c$ approaches $A/2$ from above, $n$ tends to zero and $\Gamma$ grows without limit in this model. The vacancy density is then nearly pinned at $A/2$: a large change of $\mu_O$ alters $n$ by a large factor and $c$ hardly at all. The divergence is not physical, because holes become important before $n$ vanishes. Section 12 gives the finite value.

**Donors present, $A<0$.** Then $n>2c$ and $1<\Gamma<3$. If the donors greatly outnumber the vacancies, $n$ is nearly constant, $4c/n$ is small, and $\Gamma$ tends to 1. The vacancies then behave as an ideal solute in a fixed bath of electrons.

**Many vacancies, $c\gg|A|$.** Equation (11) tends to 3, provided that the vacancies are still dilute enough for the model.

For $A=10^{18}$ cm$^{-3}$ the values are:

| $c$ (cm$^{-3}$) | $n$ (cm$^{-3}$) | $\Gamma$ |
|---|---|---|
| $5.5\times10^{17}$ | $1.0\times10^{17}$ | 23.0 |
| $1.0\times10^{18}$ | $1.0\times10^{18}$ | 5.0 |
| $1.0\times10^{19}$ | $1.9\times10^{19}$ | 3.105 |

In the first row, for example, $n=2(5.5)-10=1$ in units of $10^{17}$ cm$^{-3}$, and $\Gamma=1+4(5.5)/1=23$.

## 6. The normalization

A thermodynamic factor can also be formed with the density of the component itself, here the oxygen atoms. Since $c_O=N-c$ and the number of sites is fixed, $dc_O=-dc$. Therefore

$$
\Gamma_O=\frac{\partial(\mu_O/k_BT)}{\partial\ln c_O}
=c_O\,\frac{\partial(\mu_O/k_BT)}{\partial c_O}
=-c_O\,\frac{\partial(\mu_O/k_BT)}{\partial c}
=\frac{c_O}{c}\,\Gamma. \tag{12}
$$

With a cubic cell edge of 0.39 nm and three oxygen sites per cell, $N=3/(0.39\ \text{nm})^3=5.057\times10^{22}$ cm$^{-3}$. For $c=A=10^{18}$ cm$^{-3}$ this gives $\Gamma_O\simeq5.06\times10^4\times5=2.53\times10^5$.

Both numbers describe the same slope of $\mu_O$. The value three holds for the vacancy normalization, equation (1), and a quoted factor is meaningful when its normalization is quoted with it.

## 7. The factor as a suppression of fluctuations

Consider a crystal of fixed volume, neutral as a whole, that exchanges oxygen with a reservoir. It has $N_V$ vacancies, $N_A$ acceptors and therefore $N_e=2N_V-N_A$ electrons. In the dilute limit each species contributes a single-particle partition function, $Z_V$ or $Z_e$, to the power of its number, divided by the factorial of that number. Every atom given to the reservoir adds $\mu_O$ to the free energy there and so contributes a factor $e^{-\mu_O/k_BT}$. The probability of $N_V$ vacancies is

$$
P(N_V)=\frac1\Xi\,\frac{\lambda^{N_V}}{N_V!\,(2N_V-N_A)!},\qquad
\lambda=Z_VZ_e^2\,e^{-\mu_O/k_BT}, \tag{13}
$$

where $\Xi$ normalizes the sum and has absorbed the constant $Z_e^{-N_A}$. Because $\Xi=\sum\lambda^{N_V}/[N_V!(2N_V-N_A)!]$, differentiation gives $\langle N_V\rangle=\partial\ln\Xi/\partial\ln\lambda$. A second differentiation gives

$$
\frac{\partial\langle N_V\rangle}{\partial\ln\lambda}=\langle N_V^2\rangle-\langle N_V\rangle^2=\mathrm{Var}(N_V).
$$

At fixed temperature $d\ln\lambda=-d(\mu_O/k_BT)$, so equation (1) becomes

$$
\Gamma=\frac{\partial\ln\lambda}{\partial\ln\langle N_V\rangle}=\frac{\langle N_V\rangle}{\mathrm{Var}(N_V)}. \tag{14}
$$

For large numbers the variance follows from the curvature of $\ln P$ at its peak. Stirling's formula gives

$$
\frac{d\ln P}{dN_V}\simeq\ln\lambda-\ln N_V-2\ln N_e,\qquad
\frac{d^2\ln P}{dN_V^2}\simeq-\frac1{N_V}-\frac4{N_e}.
$$

The variance of a Gaussian is minus the inverse of this curvature, which again gives $\Gamma=1+4N_V/N_e$. Independent particles would have a variance equal to their mean. Here the variance is smaller by the factor $\Gamma$, since each additional vacancy must bring two electrons with it.

Explicit summation of equation (13) with a mean of about 20,000 vacancies tests the result without Stirling's formula. The ratio of mean to variance is 3.0000 for $A=0$, 5.0000 for $A=c$ and 1.5000 for $A=-6c$. Equation (11) gives 3, 5 and $12/8=1.5$.

## 8. Response to the oxygen pressure

Let the reservoir be ideal oxygen gas at pressure $p$. A molecule O$_2$ contains two atoms, so $\mu_O=\tfrac12\mu_{O_2}=\text{const}+\tfrac12k_BT\ln p$. Combining this with equation (1) gives $\tfrac12\,d\ln p=-\Gamma\,d\ln c$, or

$$
\frac{d\ln c}{d\ln p}=-\frac1{2\Gamma}. \tag{15}
$$

For $A=0$ the exponent is $-1/6$. For $c=A$ it is $-1/10$. The electrons follow from equation (8):

$$
\frac{d\ln n}{d\ln p}=\frac{2c}{n}\left(-\frac{1}{2\Gamma}\right)=-\frac{c}{n+4c}. \tag{16}
$$

This tends to $-1/4$ when $n\ll c$, the acceptor-controlled limit.

Equation (15) is a local slope. For a finite change one uses equation (7) in the form $cn^2\propto p^{-1/2}$. Let $c=A=10^{18}$ cm$^{-3}$ initially, let the pressure rise tenfold, and write $x$ for the ratio of the final to the initial $c$. Then

$$
x(2x-1)^2=10^{-1/2},\qquad x=0.812 .
$$

The power law with the initial exponent would give $10^{-0.1}=0.794$. The actual fall is smaller because $\Gamma$ increases on the way: equation (11) gives $d\Gamma/dc=-4A/n^2$, which is negative for $A>0$. Without acceptors $\Gamma$ is constant, and the power law holds over the whole step, with the ratio $10^{-1/6}=0.681$.

# Second half: diffusion, corrections and a memory oxide

## 9. Symbols and results carried over

The vacancy density is $c$, the electron density $n$, the density of fixed acceptors $A$ and the density of oxygen sites $N$. Neutrality reads $2c=n+A$. The factor is $\Gamma=-\partial(\mu_O/k_BT)/\partial\ln c=1+4c/n$, where $\mu_O$ is the chemical potential of neutral oxygen, and $\Gamma=3$ for $A=0$. In terms of the free energy per volume $f$ of the neutral crystal, $\Gamma=c\,d^2(f/k_BT)/dc^2$. The band density $N_c$ relates electron density and chemical potential through $n=N_ce^{(\mu_e-E_c)/k_BT}$.

## 10. Chemical diffusion

Let $D_V$ and $D_e$ be the diffusivities of vacancies and electrons, and let $\psi=e\phi/k_BT$ be the reduced electric potential. Each species is assumed to be driven by the gradient of its own electrochemical potential, with a mobility given by the Einstein relation. In one dimension, with a prime for $d/dx$, the particle fluxes are

$$
J_V=-D_V(c'+2c\psi'),\qquad J_e=-D_e(n'-n\psi'). \tag{17}
$$

The signs of the drift terms follow the charges $+2e$ and $-e$. Suppose no electric current flows, so that $2J_V=J_e$. Since $A$ is taken to be uniform, $n'=2c'$. Inserting both fluxes gives

$$
2D_V(c'+2c\psi')=D_e(2c'-n\psi').
$$

Collecting the terms in $\psi'$ on the left yields

$$
\psi'=\frac{2(D_e-D_V)}{nD_e+4cD_V}\,c'. \tag{18}
$$

If the electrons are the faster species, the potential is higher where there are more vacancies. The electrons run ahead down the gradient, and the field they set up pulls the vacancies after them. Inserting equation (18) into the vacancy flux gives

$$
J_V=-D_Vc'\left[1+\frac{4c(D_e-D_V)}{nD_e+4cD_V}\right]
=-D_Vc'\,\frac{(n+4c)D_e}{nD_e+4cD_V}.
$$

In the last step the terms $+4cD_V$ and $-4cD_V$ in the numerator have cancelled. Taking a factor $n$ out of $n+4c$ gives the chemical diffusivity

$$
D_{\text{chem}}=D_V\,\Gamma\,t_e,\qquad t_e=\frac{nD_e}{nD_e+4cD_V}. \tag{19}
$$

The conductivity of a species is proportional to its density, its diffusivity and the square of its charge, so $t_e$ is the electronic share of the total conductivity. When $nD_e\gg4cD_V$, $t_e\to1$ and the full factor $\Gamma$ appears in the diffusivity. "Fast electrons" below means this condition together with $D_e\gg D_V$. A large ratio $D_e/D_V$ alone is not enough when $n\ll c$. With $D_e/D_V\approx860$, $A=10^{18}$ cm$^{-3}$ and $n=10^{16}$ cm$^{-3}$, $\Gamma=203$ but $D_{\text{chem}}=164\,D_V$. For $nD_e\ll4cD_V$ and $n\ll c$, equation (19) tends to $D_e$. For $D_e=D_V$ one finds $\Gamma t_e=1$: the field vanishes, and the vacancies diffuse with $D_V$. Without acceptors $n=2c$ and $D_{\text{chem}}=3D_VD_e/(D_e+2D_V)$, which approaches $3D_V$ only when $D_e\gg2D_V$.

For dilute, doubly charged vacancies in a neutral crystal, the thermodynamic factor is $\Gamma=1+4c/n$, and the chemical diffusivity at zero current is $D_{\text{chem}}=D_V\Gamma t_e$. What remains is to treat incomplete neutrality over short distances, to estimate the corrections to $\Gamma$, and to apply the results to strontium titanate at 1000 K.

Numerical values quoted here were computed with a short program.
